**Q:** You say that a substrate renormalises the Landau coefficients of a ferroelectric film. A coefficient belongs to the material. How can a boundary condition change it?

**A:** A Landau polynomial in the polarisation \(P\) alone is what remains after the strain has been eliminated, and the result depends on what the strain was free to do. For a stress-free crystal that is cubic when unpolarised, I write

\[
\begin{aligned}
G_0={}&a_1\sum_i P_i^2+a_{11}\sum_i P_i^4+a_{12}(P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2)\\
&+G_6(P),
\end{aligned}
\]

where \(G_6\) holds the sixth-order terms, among them \(a_{111}\sum_i P_i^6\). The temperature enters through \(a_1=(T-T_0)/(2\varepsilon_0K)\), with \(K\) the Curie constant.

The film is different. Its normal is axis 3, a thick substrate holds it laterally, and its top is free. I take one uniform domain between short-circuited ideal electrodes, so there is no depolarising field, and I omit gradient and surface energies. This is mean-field theory.

**Q:** Then start with an energy that contains the strain. What is it?

**A:** At fixed \(P\), the stress-free crystal has a spontaneous strain \(e(P)\) and energy \(G_0(P)\). In linear elasticity a further strain costs a quadratic energy:

\[
F(P,S)=G_0(P)+\tfrac12 (S-e)^{T}C\,(S-e).
\]

Here \(C\) is the stiffness, taken as independent of \(P\), and \(s=C^{-1}\) is the compliance. Strains are in Voigt order with engineering shears, measured from the stress-free cubic cell at the same temperature. Electrostriction quadratic in \(P\) gives

\[
\begin{aligned}
e_1&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
e_6&=Q_{44}P_1P_2,
\end{aligned}
\]

and the other components by cyclic permutation.

**Q:** The substrate fixes three strain components, not six. What happens to the rest?

**A:** The fixed ones are \(S_1=S_2=u\) and \(S_6=0\). The misfit is \(u=(b-a_0)/a_0\), with \(b\) the imposed in-plane lattice parameter and \(a_0\) that of the stress-free cubic cell, so \(u<0\) is compression. The components \(S_3,S_4,S_5\) adjust until \(F\) is least.

Let \(d=S-e\) and \(\sigma=Cd\). Since \(\partial F/\partial S_i=\sigma_i\), the minimum has \(\sigma_3=\sigma_4=\sigma_5=0\), which is the condition of a free surface. The elastic energy \(\tfrac12 d^T\sigma\) then contains the held components alone. For these, \(d=s\sigma\) reads

\[
\begin{aligned}
d_1&=s_{11}\sigma_1+s_{12}\sigma_2,\\
d_2&=s_{12}\sigma_1+s_{11}\sigma_2,\\
d_6&=s_{44}\sigma_6 .
\end{aligned}
\]

Adding and subtracting the first two gives \(\sigma_1\pm\sigma_2=(d_1\pm d_2)/s_\pm\), with \(s_\pm=s_{11}\pm s_{12}\). Because \(d_1\sigma_1+d_2\sigma_2=\tfrac12[(d_1+d_2)(\sigma_1+\sigma_2)+(d_1-d_2)(\sigma_1-\sigma_2)]\), the energy is

\[
E_{\rm el}=\frac{(d_1+d_2)^2}{4s_+}+\frac{(d_1-d_2)^2}{4s_-}+\frac{d_6^2}{2s_{44}} .
\]

**Q:** Take the polarisation along the normal. What do its coefficients become?

**A:** Then \(d_1=d_2=u-Q_{12}P_3^2\) and \(d_6=0\). The first term alone survives:

\[
E_{\rm el}=\frac{(u-Q_{12}P_3^2)^2}{s_+}
=\frac{u^2-2uQ_{12}P_3^2+Q_{12}^2P_3^4}{s_+}.
\]

Adding \(G_0\) gives \(W=u^2/s_++a_3^*P_3^2+a_{33}^*P_3^4+a_{111}P_3^6\), with

\[
\boxed{a_3^*=a_1-\frac{2Q_{12}u}{s_{11}+s_{12}},\qquad
a_{33}^*=a_{11}+\frac{Q_{12}^2}{s_{11}+s_{12}}.}
\]

The sixth-order coefficient is unchanged, because \(E_{\rm el}\) stops at \(P^4\).

**Q:** I expected the misfit to change the quartic term. There is no \(u\) in it.

**A:** In this model the misfit changes the quadratic coefficient and leaves the quartic one alone. The quartic term is changed by the clamping, even at \(u=0\). A polarised film would like to strain in-plane by \(Q_{12}P_3^2\). The substrate prevents this, and the elastic cost is proportional to the square of that strain, hence to \(P_3^4\).

The sign is settled too. Elastic stability requires positive eigenvalues of the in-plane compliance block, and \(s_+\) is one of them. Thus \(a_{33}^*\ge a_{11}\), with equality when \(Q_{12}=0\).

**Q:** First-principles calculations are often done at fixed strain. They don't deliver \(Q\) and \(a_{11}\) directly. Do you get the same answer from what they do deliver?

**A:** Yes. Suppose that the energy is computed at zero macroscopic field for a set of strains and polar amplitudes, with the other internal coordinates relaxed. Write \(x=P_3^2\) and \(\eta=S_3\). Expanding \(F\) gives

\[
\begin{aligned}
F={}&a_1x+a_{11}^Sx^2+a_{111}x^3+(C_{11}+C_{12})u^2\\
&+2C_{12}u\eta+\tfrac12C_{11}\eta^2-2q_{12}ux-q_{11}\eta x .
\end{aligned}
\]

The couplings are the components of \(Ce\) per unit \(x\):

\[
\begin{aligned}
q_{11}&=C_{11}Q_{11}+2C_{12}Q_{12},\\
q_{12}&=C_{12}Q_{11}+(C_{11}+C_{12})Q_{12}.
\end{aligned}
\]

The term \(\tfrac12e^TCe\) gives the fixed-strain quartic \(a_{11}^S=a_{11}+\tfrac12(Q_{11}q_{11}+2Q_{12}q_{12})\). Setting \(\partial F/\partial\eta=0\) yields

\[
\eta=\frac{q_{11}x-2C_{12}u}{C_{11}} .
\]

Substitution replaces the \(\eta\) terms by \(-(q_{11}x-2C_{12}u)^2/(2C_{11})\). Collecting powers of \(x\),

\[
\begin{aligned}
a_3^*&=a_1-2u\left(q_{12}-\frac{C_{12}}{C_{11}}q_{11}\right),\\
a_{33}^*&=a_{11}^S-\frac{q_{11}^2}{2C_{11}} .
\end{aligned}
\]

**Q:** Those don't look like your boxed expressions.

**A:** Insert the definitions of \(q\). The \(Q_{11}\) parts cancel, leaving

\[
q_{12}-\frac{C_{12}}{C_{11}}q_{11}=Q_{12}Y,\qquad
Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

\(Y\) is the ratio of equal biaxial stress to strain when \(\sigma_3=0\). In terms of compliances that ratio is \(1/s_+\), so the quadratic coefficients agree. For the quartic one, use \(Q_{11}=(q_{11}-2C_{12}Q_{12})/C_{11}\) in \(a_{11}^S\):

\[
a_{11}^S-\frac{q_{11}^2}{2C_{11}}
=a_{11}+Q_{12}\left(q_{12}-\frac{C_{12}}{C_{11}}q_{11}\right)
=a_{11}+Q_{12}^2Y .
\]

The two forms together give \(a_{11}\le a_{33}^*\le a_{11}^S\). The film lies between the free crystal and the crystal clamped in all directions. Using \(a_{11}^S\) for a film would omit the relaxation of its thickness. Static total energies also do not supply the temperature dependence of \(a_1\), which needs a separate calculation.

**Q:** When does the normal instability occur, and can't the film polarise in-plane first?

**A:** Setting \(a_3^*=0\) gives the temperature \(T_3\), or at fixed temperature the critical misfit \(u_c\):

\[
T_3=T_0+\frac{4\varepsilon_0KQ_{12}u}{s_+},\qquad
u_c=\frac{a_1s_+}{2Q_{12}} .
\]

For the in-plane competitor, keep all components:

\[
\begin{aligned}
d_1+d_2&=2u-(Q_{11}+Q_{12})(P_1^2+P_2^2)-2Q_{12}P_3^2,\\
d_1-d_2&=-(Q_{11}-Q_{12})(P_1^2-P_2^2),
\end{aligned}
\]

and \(d_6=-Q_{44}P_1P_2\). Squaring these in \(E_{\rm el}\) gives the coefficients of \(P_1^2\), \(P_1^4\), \(P_1^2P_2^2\) and \(P_1^2P_3^2\):

\[
\begin{aligned}
a_1^*&=a_1-\frac{(Q_{11}+Q_{12})u}{s_+},\\
a_{11}^*&=a_{11}+\frac{(Q_{11}+Q_{12})^2}{4s_+}+\frac{(Q_{11}-Q_{12})^2}{4s_-},\\
a_{12}^*&=a_{12}+\frac{(Q_{11}+Q_{12})^2}{2s_+}-\frac{(Q_{11}-Q_{12})^2}{2s_-}+\frac{Q_{44}^2}{2s_{44}},\\
a_{13}^*&=a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{s_+}.
\end{aligned}
\]

The in-plane threshold \(T_1\) follows from \(a_1^*=0\). The difference is

\[
T_3-T_1=-\frac{2\varepsilon_0K(Q_{11}-Q_{12})u}{s_+}.
\]

For \(Q_{11}>Q_{12}\), the normal instability comes first on cooling under compression and the in-plane one under tension. This compares instabilities of the unpolarised state. A discontinuous transition could pre-empt either, so the global minimum must be checked as well.

**Q:** Give me numbers.

**A:** I take round model parameters, attached to no material: \(C_{11}=300\), \(C_{12}=C_{44}=100\) GPa; \(Q_{11}=0.10\), \(Q_{12}=-0.04\), \(Q_{44}=0.06\ \mathrm{m^4/C^2}\); \(T_0=400\) K, \(K=1.5\times10^5\) K; \(a_{11}=-2\times10^8\), \(a_{12}=5\times10^8\ \mathrm{J\,m^5/C^4}\); and \(a_{111}=3\times10^9\), \(a_{112}=a_{123}=10^9\ \mathrm{J\,m^9/C^6}\). The last two multiply the mixed terms \(P_i^4P_j^2\) and \(P_1^2P_2^2P_3^2\). The stiffnesses give \(s_+=(4-1)\times10^{-12}=3\times10^{-12}\ \mathrm{Pa^{-1}}\).

For \(u=-0.5\,\%\), held constant with temperature, the shift of the quadratic coefficient is

\[
-\frac{2(-0.04)(-0.005)}{3\times10^{-12}}
=-1.333\times10^8\ \mathrm{J\,m/C^2}.
\]

At 300 K, \(a_1=-3.765\times10^7\), so \(a_3^*=-1.710\times10^8\ \mathrm{J\,m/C^2}\). Since \(a_1\) changes by \(3.765\times10^5\ \mathrm{J\,m/C^2}\) per kelvin, the threshold rises by 354 K, to \(T_3=754\) K. The in-plane threshold falls to 134 K. For \(u=+0.5\,\%\) the normal threshold is 46 K and the in-plane one 666 K. The lower threshold of each pair refers to the unpolarised state, which is no longer the equilibrium state there. At 500 K the normal instability needs \(u_c=-0.141\,\%\).

The quartic coefficient becomes

\[
a_{33}^*=-2\times10^8+\frac{0.04^2}{3\times10^{-12}}
=3.33\times10^8\ \mathrm{J\,m^5/C^4}.
\]

The fixed-strain value is \(1.14\times10^9\ \mathrm{J\,m^5/C^4}\), more than three times as large.

**Q:** The quartic term has changed sign. Does that change the kind of transition?

**A:** Along the normal, yes. With \(b\) for the quartic coefficient and \(a\) for the quadratic one, a polarised stationary state obeys \(a+2bx+3a_{111}x^2=0\), with the larger root

\[
x=\frac{-b+\sqrt{b^2-3a_{111}a}}{3a_{111}} .
\]

If \(b>0\), there is no positive root for \(a>0\), and just below threshold \(x\simeq-a/(2b)\) grows from zero. The onset is continuous.

If \(b<0\), the polarised state reaches the energy of the unpolarised one when also \(a+bx+a_{111}x^2=0\). Subtracting the two conditions gives \(x=-b/(2a_{111})\), and then \(a=b^2/(4a_{111})\). For the bulk this is \(3.33\times10^6\ \mathrm{J\,m/C^2}\), or 8.85 K above \(T_0\). The bulk polarisation jumps at 408.9 K from zero to \(0.183\ \mathrm{C/m^2}\). In the compressed film it is \(0.052\ \mathrm{C/m^2}\) at 5 K below threshold. A global search over all three components found the unpolarised state lowest in energy 5 K above threshold and a purely normal polarisation lowest 5 K below.

**Q:** So any compression, however small, gives a normally polarised film?

**A:** Just below threshold the normal direction is favoured by the quadratic terms, but further cooling may rotate the polarisation. At \(u=0\) the thresholds coincide and the quartic terms decide. Here \(a_{11}^*=1.08\times10^9\), \(a_{12}^*=-6.8\times10^8\) and \(a_{13}^*=-3.0\times10^8\ \mathrm{J\,m^5/C^4}\). Along the in-plane diagonal the quartic coefficient is \((2a_{11}^*+a_{12}^*)/4=3.7\times10^8\). With half of \(P^2\) along the normal and half along that diagonal, it is

\[
\tfrac14(3.33+3.70-3.00)\times10^8=1.0\times10^8\ \mathrm{J\,m^5/C^4},
\]

below the normal value. An unstrained clamped film of this model therefore prefers an inclined polarisation near threshold. At \(u=-0.5\,\%\) the global minimum is normal at 300 K, but inclined at 134 K.

**Q:** What does all this do to the polarisation at 300 K?

**A:** Less than the shift of 354 K might suggest. The root formula with \(a_3^*\) and \(a_{33}^*\) gives \(x=0.1057\ \mathrm{C^2/m^4}\), so \(P_3=0.325\ \mathrm{C/m^2}\), against 0.301 in the bulk, a gain of 8 % over the bulk value. Along the normal, the two changes oppose each other. With the quadratic shift alone the formula would give about 0.40, and with the quartic change alone about \(0.19\ \mathrm{C/m^2}\). The last value holds for \(P\) constrained to the normal; the clamped film at \(u=0\) is actually inclined at 300 K, with \(P_3=0.21\) and \(|P|=0.31\ \mathrm{C/m^2}\).

The normal strain follows from the expression for \(\eta\):

\[
S_3=\frac{22}{300}(0.1057)-\frac{2\times100}{300}(-0.005)
=0.00775+0.00333=1.11\,\%.
\]

About 0.78 percentage points come from the polarisation and 0.33 from the elastic response to compression.

**Q:** Could a real film still show a quartic coefficient that depends on misfit?

**A:** Yes, once third-order terms matter. Let \(F(x,u,\eta)\) be general, with \(\eta\) relaxed so that \(F_\eta=0\); subscripts denote derivatives. Then \(W_x=F_x\), because the term with \(\partial\eta/\partial x\) is multiplied by \(F_\eta\). Differentiating \(F_\eta=0\) gives \(\partial\eta/\partial x=-F_{x\eta}/F_{\eta\eta}\), so

\[
a_{33}^*(u)=\tfrac12W_{xx}\Big|_{x=0}
=\tfrac12\left(F_{xx}-\frac{F_{x\eta}^2}{F_{\eta\eta}}\right)_{x=0}.
\]

In the model used so far these second derivatives at \(x=0\) are constants, hence no dependence on \(u\). In general, along the relaxed unpolarised state, \(u\) changes them through \(D=\partial_u-(F_{u\eta}/F_{\eta\eta})\partial_\eta\). With \(r=F_{x\eta}/F_{\eta\eta}\), the quotient rule gives

\[
\frac{da_{33}^*}{du}=\tfrac12\left(DF_{xx}-2r\,DF_{x\eta}+r^2DF_{\eta\eta}\right).
\]

**Q:** Is that ever large enough to matter?

**A:** It depends on the third-order constants, which must be computed for the material. As an illustration I choose \(F_{xxu}=10\), \(F_{xx\eta}=-20\), \(F_{xu\eta}=50\), \(F_{x\eta\eta}=-100\), \(F_{u\eta\eta}=-500\) and \(F_{\eta\eta\eta}=-2000\), with energy density in GPa and \(P\) in \(\mathrm{C/m^2}\). At \(u=0\), \(F_{u\eta}/F_{\eta\eta}=2C_{12}/C_{11}=2/3\) and \(r=-q_{11}/C_{11}=-22/300\). The three terms in the bracket are 23.3, 17.1 and 4.5, so the slope is \(22.5\ \mathrm{GPa\,m^8/C^4}\).

To first order, \(u=-0.5\,\%\) lowers \(a_{33}^*\) from 0.333 to \(0.221\ \mathrm{GPa\,m^8/C^4}\). Numerical relaxation of the same model gives 0.2195. The change is about a third of the harmonic value, too large to neglect in this coefficient. Correcting the quartic term alone does not give the polarisation, however: the same third-order terms also change the sixth-order coefficient, here from 3 to \(1.8\ \mathrm{GPa\,m^{12}/C^6}\), so \(P_3\) should be found by minimising the full relaxed energy. Along the normal at 300 K this gives \(0.388\ \mathrm{C/m^2}\), against 0.340 with the quartic correction alone.

**Q:** And where should I stop trusting the boxed formulas?

**A:** They fail when the assumptions behind them do. The misfit changes with temperature when film and substrate expand differently: with \(u=-0.5\,\%\) at 300 K, a substrate expansion coefficient \(3\times10^{-6}\ \mathrm{K^{-1}}\) below or above that of the film moves \(T_3\) from 754 K to 877 or 675 K. Dislocations that relax a thick film replace the nominal misfit by a residual one, which after cooling from the growth temperature is set largely by this thermal mismatch and can have either sign. Domains allow the local strain to vary, so the uniform minimisation no longer applies. Imperfect screening adds a depolarising energy proportional to \(P_3^2\). For two electrodes with effective screening length \(\lambda\) each and a film of thickness \(h\gg|\lambda|\), \(a_3^*\) shifts by about \(\lambda/(\varepsilon_0h)\), which lowers \(T_3\) when \(\lambda>0\). For \(\lambda=0.01\) nm and \(h=10\) nm this is \(1.1\times10^8\ \mathrm{J\,m/C^2}\), or about 300 K, nearly as large as the misfit shift found above. Within the stated model, the full polynomial was checked against numerical strain relaxation at 200 random combinations of polarisation, misfit and temperature, and the two agreed to rounding error.

## Computed values

```
C11 = 300 GPa
C12 = 100 GPa
C44 = 100 GPa
s11 = 4 1e-12/Pa
s12 = -1 1e-12/Pa
Q11, Q12, Q44 = 0.1, -0.04, 0.06 m^4/C^2
T0 = 400.0 K, Curie constant = 1.5e+05 K
a11, a12 = -2e+08, 5e+08 J m^5/C^4
a111, a112, a123 = 3e+09, 1e+09, 1e+09 J m^9/C^6
misfit u = -0.5 %
a1 at 300 K = -3.765e+07 J m/C^2
misfit shift of a3* = -1.333e+08 J m/C^2
a3* at 300 K = -1.71e+08 J m/C^2
a1* at 300 K = 6.235e+07 J m/C^2
clamping change of quartic = 5.333e+08 J m^5/C^4
a33* = 3.333e+08 J m^5/C^4
a11* = 1.08e+09 J m^5/C^4
a12* = -6.8e+08 J m^5/C^4
a13* = -3e+08 J m^5/C^4
q11 = 22 1e9 J m/C^2
q12 = -6 1e9 J m/C^2
fixed-strain quartic a11^S = 1.14e+09 J m^5/C^4
T normal, u<0 = 754.2 K
T in-plane, u<0 = 134.4 K
T normal, u>0 same size = 45.8 K
T in-plane, u>0 same size = 665.6 K
critical misfit at 500 K = -0.1412 %
film P3 at 300 K = 0.3251 C/m^2
bulk P at 300 K = 0.301 C/m^2
film P3 5 K below onset = 0.05219 C/m^2
bulk transition = 408.85 K
bulk jump of P = 0.1826 C/m^2
S3 from misfit = 0.3333 %
S3 from polarisation = 0.775 %
S3 total = 1.108 %
third derivatives (n=S3, x=P3^2; GPa, P in C/m^2):
  xxw=10, xxn=-20, xwn=50, xnn=-100, wnn=-500, nnn=-2000
slope da33*/du, formula = 22.46 GPa m^8/C^4
slope da33*/du, numerical = 22.46 GPa m^8/C^4
anharmonic a33* at u=0 = 0.3333 GPa m^8/C^4
anharmonic a33* at u = 0.2195 GPa m^8/C^4
largest polynomial error / 1e8 J/m^3 = 1.2e-15
```
